# Photon Transfer: Conversion Gain from the Mean and Variance of Pixels: test program

```python
"""Photon transfer in an image sensor.
Result under test: V = K*S + K^2*read_noise^2 + 1/12, where
  S = mean pixel value above dark (DN, digital numbers),
  V = half the spatial variance of the difference of two equal exposures (DN^2),
  K = system gain (DN per electron), read_noise in electrons.
Synthetic frames are made from random electron counts; K is then recovered
from the slope. Separate tests cover the assumptions and neglected effects.
"""
import numpy as np
from scipy import constants as const
from scipy.stats import poisson, binom, norm

rng = np.random.default_rng(2718)
side = 500
n_pix = side * side

# Rough typical parameters of a small CMOS pixel
capacitance = 1.6e-15       # sense node, F
follower_gain = 0.85
lsb = 1.0 / 4096            # converter step, V
read_noise = 2.5            # electrons
pedestal = 100.0            # DN
offset_spread = 2.0         # DN
response_spread = 0.008
gain_spread = 0.006
lamp_drift = 0.005          # relative change between the two frames
exposure = 0.010            # s
temperature = 300.0         # K
levels = np.array([0, 250, 500, 1000, 2000, 3000, 4000, 5000, 6000, 8000.])
top = levels[-1]
node_gain = const.e / capacitance
K = follower_gain * node_gain / lsb
pattern = np.sqrt((1 + response_spread**2) * (1 + gain_spread**2) - 1)
floor = (K * read_noise)**2 + 1 / 12


def moments(values, prob):
    mean = np.sum(values * prob)
    return mean, np.sum((values - mean)**2 * prob)


def frame_pair(mean_e, response, gain, offset, drift):
    frames = []
    for factor in (1 + drift / 2, 1 - drift / 2):
        electrons = rng.poisson(mean_e * factor * response)
        noise = read_noise * rng.standard_normal(n_pix)
        frames.append(np.rint(offset + gain * (electrons + noise)))
    a, b = frames
    return ((a.mean() + b.mean()) / 2, np.var(a - b, ddof=1) / 2,
            (np.var(a, ddof=1) + np.var(b, ddof=1)) / 2, max(a.max(), b.max()))


def transfer_curve(response, gain, offset, drift):
    data = np.array([frame_pair(m, response, gain, offset, drift)
                     for m in levels]).T
    return data[0] - data[0, 0], data[1], data[2], data[3].max(), data[0, 0]


def fit(signal, variance, degree=1):
    sigma = variance * np.sqrt(2 / (n_pix - 1))
    coef, cov = np.polyfit(signal, variance, degree, w=1 / sigma,
                           cov='unscaled')
    return coef[::-1], np.sqrt(np.diag(cov))[::-1]


# Random detection of Poisson photons, by explicit summation
k = np.arange(121)
eta, photons = 0.6, 20
detected = sum(poisson.pmf(m, photons) * binom.pmf(k, m, eta) for m in k)
assert np.max(abs(detected - poisson.pmf(k, eta * photons))) < 1e-12
mean, var = moments(k, detected)
assert abs(var / mean - 1) < 1e-9
mean, var = moments(k, binom.pmf(k, photons, eta))   # fixed photon number
assert abs(var / mean - (1 - eta)) < 1e-9

# One pixel in time: full distribution of the rounded output
n = np.arange(201)
dn = np.arange(-20, 121)
centre = K * n[:, None] + 0.3
width = K * read_noise
cell = norm.cdf((dn + 0.5 - centre) / width) - norm.cdf((dn - 0.5 - centre) / width)
mean, var = moments(dn, poisson.pmf(n, 50) @ cell)
assert abs(mean - (0.3 + 50 * K)) < 1e-4
assert abs(var - (50 * K**2 + floor)) < 1e-4

# Main synthetic measurement
z_response, z_gain, z_offset = rng.standard_normal((3, n_pix))
response = 1 + response_spread * z_response
gain = K * (1 + gain_spread * z_gain)
offset = pedestal + offset_spread * z_offset
S, V, V_single, peak, dark_mean = transfer_curve(response, gain, offset, lamp_drift)
(intercept, slope), (intercept_err, slope_err) = fit(S, V)
assert peak < 4095
assert abs(slope - K) < 5 * slope_err
assert abs(intercept - floor) < 5 * intercept_err
predicted = K**2 * levels + floor + offset_spread**2 + (pattern * K * levels)**2
assert np.all(abs(V_single / predicted - 1) < 5 * np.sqrt(2 / n_pix))
single_slope = fit(S, V_single)[0][1]
assert single_slope > 1.1 * K
read_found = np.sqrt(V[0] - 1 / 12) / slope
excess = (V_single[-1] - V[-1]) - (V_single[0] - V[0])
pattern_found = np.sqrt(excess) / S[-1]
assert abs(read_found / read_noise - 1) < 0.02
assert abs(pattern_found / pattern - 1) < 0.03

# Sampling error of V: scatter over repeated small Gaussian samples
trial = np.var(rng.standard_normal((2000, 500)), axis=1, ddof=1)
assert abs(trial.std() / np.sqrt(2 / 499) - 1) < 0.1

# Offset pattern correlated with response: single frames mislead, pairs do not
offset_corr = pedestal + offset_spread * z_response
Sc, Vc, Vc_single, _, _ = transfer_curve(response, gain, offset_corr, lamp_drift)
quad, quad_err = fit(Sc, Vc_single, 2)
pair_corr, pair_corr_err = fit(Sc, Vc)
cross = 2 * offset_spread * response_spread
assert abs(quad[1] - K - cross) < 5 * quad_err[1] + 1e-3
assert abs(pair_corr[1] - K) < 5 * pair_corr_err[1]

# Large gain spread changes the slope by the factor 1 + spread^2
wide = 0.2
Sw, Vw, _, _, _ = transfer_curve(response, K * (1 + wide * z_gain), offset, 0.0)
wide_ratio = fit(Sw, Vw)[0][1] / K
assert abs(wide_ratio - (1 + wide**2)) < 0.006

# Large lamp drift leaves a known part of the fixed pattern
big_drift = 0.4
_, V_drift, _, _ = frame_pair(top, response, gain, offset, big_drift)
expected = K**2 * top + floor + (big_drift * pattern * K * top)**2 / 2
assert abs(V_drift / expected - 1) < 5 * np.sqrt(2 / n_pix)


# Curved response K*N*(1-a*N), by sums over the Poisson distribution
def curved_moments(mu, a):
    count = np.arange(int(mu + 12 * np.sqrt(mu) + 20))
    return moments(K * count * (1 - a * count), poisson.pmf(count, mu))


sag = 0.01
curve = sag / top
mean, var = curved_moments(top, curve)
curved_ratio = var / mean / K
assert abs(curved_ratio - (1 - 3 * sag)) < 5e-4
curved = np.array([curved_moments(m, curve) for m in levels]).T
curved_read = (K * read_noise * (1 - 2 * curve * levels))**2
bias_curve = fit(curved[0], curved[1] + curved_read + 1 / 12)[0][1] / K - 1


# Capacitive coupling shares signal; hopping moves whole electrons at random
def coupling_factor(alpha):
    return (1 - 4 * alpha)**2 + 4 * alpha**2


image = rng.poisson(1000, (side, side))
neighbours = sum(np.roll(image, s, ax) for s in (-1, 1) for ax in (0, 1))
shared = (1 - 4 * 0.02) * image + 0.02 * neighbours
assert abs(shared.var() / 1000 / coupling_factor(0.02) - 1) < 0.015
hop = rng.binomial(image, 0.08)
hopped = image - hop + np.roll(hop, 1, 0)
assert abs(hopped.var() / hopped.mean() - 1) < 0.015
alpha = 0.001
bias_coupling = fit(K * levels, K**2 * levels * coupling_factor(alpha)
                    + floor)[0][1] / K - 1


# Stored charge repels later charge: rate falls with the excess over the mean
def repelled_variance(mu, b):
    return (1 - np.exp(-2 * b * mu)) / (2 * b)


stored = np.zeros(100000)
for step in range(100):
    stored += rng.poisson(1 - 0.002 * (stored - step))
assert abs(stored.var() / repelled_variance(100, 0.002) - 1) < 0.025
repulsion = 1e-6
bias_repulsion = fit(K * levels, K**2 * repelled_variance(levels, repulsion)
                     + floor)[0][1] / K - 1

# Photon bunching: convolution of four thermal modes, total mean 8
m = np.arange(400)
mode = (1 / 3) * (2 / 3)**m
total = mode
for _ in range(3):
    total = np.convolve(total, mode)[:400]
mean, var = moments(m, total)
assert abs(mean - 8) < 1e-8 and abs(var - (8 + 8**2 / 4)) < 1e-8
wavelength, bandwidth = 600e-9, 20e-9
coherence = wavelength**2 / (const.c * bandwidth)
bunching = top * coherence / exposure
photon_ev = const.h * const.c / wavelength / const.e
silicon_gap = 1.12
reset_noise = np.sqrt(const.k * temperature * capacitance) / const.e
dark_rate = 10.0
drift_part = (lamp_drift * pattern * K * top)**2 / 2 / (K**2 * top)

print("INPUTS (rough typical values)")
print(f"sense-node capacitance {capacitance*1e15:.2f} fF")
print(f"follower gain {follower_gain:.2f}; converter step {lsb*1e6:.1f} uV")
print(f"sense-node gain e/C {node_gain*1e6:.1f} uV/e-")
print(f"true system gain K {K:.4f} DN/e-")
print(f"read noise {read_noise:.2f} e- = {K*read_noise:.3f} DN")
print(f"offset: mean {pedestal:.0f} DN, spread {offset_spread:.1f} DN")
print(f"response spread {100*response_spread:.2f} %, gain spread {100*gain_spread:.2f} %")
print(f"combined pattern P {100*pattern:.2f} %; 1/P^2 = {1/pattern**2:.0f} e-")
print(f"pixels {n_pix}; lamp drift {100*lamp_drift:.1f} %; exposure {exposure*1e3:.0f} ms")
print("MEASURED CURVE: electrons, S (DN), V pair (DN^2), V single (DN^2), (V-V0)/S")
for i, mu in enumerate(levels):
    ratio = f"{(V[i]-V[0])/S[i]:.4f}" if i else "-"
    print(f"{mu:6.0f} {S[i]:9.2f} {V[i]:9.3f} {V_single[i]:9.3f}  {ratio}")
print("RESULTS")
print(f"dark mean {dark_mean:.2f} DN; highest pixel value {peak:.0f} DN")
print(f"fitted slope {slope:.4f} +- {slope_err:.4f} DN/e-")
print(f"reciprocal gain {1/slope:.3f} e-/DN")
print(f"fitted intercept {intercept:.4f} DN^2; predicted {floor:.4f} DN^2")
print(f"rounding variance {1/12:.4f} DN^2")
print(f"inferred sense-node gain {slope*lsb/follower_gain*1e6:.2f} uV/e-")
print(f"inferred capacitance {follower_gain*const.e/(slope*lsb)*1e15:.3f} fF")
print(f"inferred read noise {read_found:.3f} e-; pattern {100*pattern_found:.3f} %")
print(f"single-frame line slope {single_slope:.4f} DN/e-, {100*(single_slope/K-1):.1f} % above K")
print("CORRELATED OFFSET AND RESPONSE")
print(f"single-frame quadratic fit, linear term {quad[1]:.4f} DN/e-")
print(f"predicted false part {cross:.4f} DN/e-; pair slope {pair_corr[1]:.4f} DN/e-")
print(f"20 % gain spread: slope/K {wide_ratio:.4f}, predicted {1+wide**2:.4f}")
print("NEGLECTED EFFECTS (assumed rough sizes)")
print(f"response sag {100*sag:.1f} % at top: V/(S K) {curved_ratio:.4f} there")
print(f"  fitted gain shift {100*bias_curve:.2f} %")
print(f"coupling {100*alpha:.1f} % per neighbour: gain shift {100*bias_coupling:.2f} %")
print(f"charge repulsion {repulsion:.0e} per e-: gain shift {100*bias_repulsion:.2f} %")
print(f"lamp drift: relative excess variance at top {drift_part:.1e}")
print(f"bunching, {bandwidth*1e9:.0f} nm band: relative excess variance {bunching:.1e}")
print(f"photon {photon_ev:.3f} eV at {wavelength*1e9:.0f} nm; twice Si gap {2*silicon_gap:.2f} eV")
print(f"reset noise at {temperature:.0f} K if not cancelled {reset_noise:.1f} e-")
print(f"dark charge at {dark_rate:.0f} e-/s: {dark_rate*exposure:.2f} e- per exposure")
print("tests ok")
```

Running it gives:

```
INPUTS (rough typical values)
sense-node capacitance 1.60 fF
follower gain 0.85; converter step 244.1 uV
sense-node gain e/C 100.1 uV/e-
true system gain K 0.3486 DN/e-
read noise 2.50 e- = 0.872 DN
offset: mean 100 DN, spread 2.0 DN
response spread 0.80 %, gain spread 0.60 %
combined pattern P 1.00 %; 1/P^2 = 10000 e-
pixels 250000; lamp drift 0.5 %; exposure 10 ms
MEASURED CURVE: electrons, S (DN), V pair (DN^2), V single (DN^2), (V-V0)/S
     0      0.00     0.845     4.851  -
   250     87.16    31.279    35.962  0.3492
   500    174.31    61.720    68.789  0.3492
  1000    348.61   122.475   138.863  0.3489
  2000    697.26   243.143   295.632  0.3475
  3000   1045.85   364.482   477.243  0.3477
  4000   1394.51   487.761   684.112  0.3492
  5000   1743.11   608.383   914.270  0.3485
  6000   2091.76   727.134  1166.101  0.3472
  8000   2789.00   978.063  1752.830  0.3504
RESULTS
dark mean 100.00 DN; highest pixel value 3076 DN
fitted slope 0.3486 +- 0.0003 DN/e-
reciprocal gain 2.868 e-/DN
fitted intercept 0.8448 DN^2; predicted 0.8430 DN^2
rounding variance 0.0833 DN^2
inferred sense-node gain 100.14 uV/e-
inferred capacitance 1.600 fF
inferred read noise 2.503 e-; pattern 0.995 %
single-frame line slope 0.4396 DN/e-, 26.1 % above K
CORRELATED OFFSET AND RESPONSE
single-frame quadratic fit, linear term 0.3806 DN/e-
predicted false part 0.0320 DN/e-; pair slope 0.3487 DN/e-
20 % gain spread: slope/K 1.0403, predicted 1.0400
NEGLECTED EFFECTS (assumed rough sizes)
response sag 1.0 % at top: V/(S K) 0.9701 there
  fitted gain shift -1.27 %
coupling 0.1 % per neighbour: gain shift -0.80 %
charge repulsion 1e-06 per e-: gain shift -0.33 %
lamp drift: relative excess variance at top 1.0e-05
bunching, 20 nm band: relative excess variance 4.8e-08
photon 2.066 eV at 600 nm; twice Si gap 2.24 eV
reset noise at 300 K if not cancelled 16.1 e-
dark charge at 10 e-/s: 0.10 e- per exposure
tests ok
```
